# The Voltage That Cancels the Air-Gap Field above an Electret: a numerical check

```python
"""
Result under test: the air-gap field above a charged electret film vanishes
when the upper electrode is held at V0 = sigma*d/(eps0*eps_r) relative to the
metal backing, whatever the gap width.
  sigma : charge per area on the free film face     d : film thickness
  eps_r : relative permittivity of the film         g : air-gap width
Fields are components along the upward normal (backing -> upper electrode).
The independent road is a finite-volume solution of Poisson's equation.
All material inputs are rough typical values for a fluoropolymer electret.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import brentq
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve

um = 1e-6
thickness = 25 * um
eps_r = 2.1
sigma = 2.0e-4            # C/m^2
gap = 100 * um
to_uC_cm2 = 100.0         # C/m^2 -> uC/cm^2
to_MV_cm = 1e-8           # V/m -> MV/cm


def null_formula(depth=0.0):
    return sigma * (thickness - depth) / (epsilon_0 * eps_r)


def gap_field_formula(v_top, gap_width):
    return (null_formula() - v_top) / (gap_width + thickness / eps_r)


def cell_permittivities(gap_width, step):
    n_film = round(thickness / step)
    n_gap = round(gap_width / step)
    return np.r_[np.full(n_film, eps_r), np.ones(n_gap)]


def solve_stack(v_top, gap_width, depth=0.0, v_back=0.0, step=1 * um):
    """Poisson solution across the stack: (gap field, film field at backing)."""
    eps = cell_permittivities(gap_width, step)
    matrix = (np.diag(eps[:-1] + eps[1:])
              - np.diag(eps[1:-1], 1) - np.diag(eps[1:-1], -1))
    source = np.zeros(len(eps) - 1)
    source[round((thickness - depth) / step) - 1] = sigma * step / epsilon_0
    source[0] += eps[0] * v_back
    source[-1] += eps[-1] * v_top
    phi = np.linalg.solve(matrix, source)
    return (phi[-1] - v_top) / step, (v_back - phi[0]) / step


def null_numeric(gap_width, depth=0.0):
    return brentq(lambda v: solve_stack(v, gap_width, depth)[0], -2000, 2000)


V0 = null_formula()
E_ref = gap_field_formula(0.0, gap)

# Gap field at several voltages and gaps, against the Poisson solution
for g_test in (50 * um, 100 * um, 400 * um):
    for v_test in (-V0, 0.0, 100.0, 700.0):
        numeric = solve_stack(v_test, g_test)[0]
        assert abs(numeric - gap_field_formula(v_test, g_test)) < 1e-6 * E_ref

# Null voltage found by root search is the same for every gap
gaps = (50 * um, 100 * um, 400 * um)
nulls = [null_numeric(g_test) for g_test in gaps]
assert np.allclose(nulls, V0, rtol=1e-7)

# Driving the backing instead, with the upper electrode grounded
E_reversed = solve_stack(0.0, gap, v_back=-V0)[0]
assert abs(E_reversed) < 1e-6 * E_ref

# Fields and electrode charges without and with compensation
Ea_0, Ef_0 = solve_stack(0.0, gap)
Ea_n, Ef_n = solve_stack(V0, gap)
Ea_wrong = solve_stack(-V0, gap)[0]
q_top_0, q_back_0 = -epsilon_0 * Ea_0, epsilon_0 * eps_r * Ef_0
q_top_n, q_back_n = -epsilon_0 * Ea_n, epsilon_0 * eps_r * Ef_n
assert abs(q_top_0 + q_back_0 + sigma) < 1e-7 * sigma
assert abs(q_back_n + sigma) < 1e-7 * sigma
assert abs(q_top_n) < 1e-7 * sigma
assert abs(Ef_n) > abs(Ef_0)
assert abs(Ea_wrong / Ea_0 - 2) < 1e-6

# Moving the upper electrode changes its charge at V = 0 but not at the null
wide = 110 * um
dq_0 = -epsilon_0 * (solve_stack(0.0, wide)[0] - Ea_0)
dq_n = -epsilon_0 * (solve_stack(V0, wide)[0] - Ea_n)
assert abs(dq_0) > 1e-3 * sigma and abs(dq_n) < 1e-7 * sigma

# Charge buried below the face
depth = 1 * um
V_buried = null_numeric(gap, depth)
assert abs(V_buried / null_formula(depth) - 1) < 1e-7

# Charge on half of the film only (x > 0), upper electrode at V0
h = 2.5 * um
eps = cell_permittivities(gap, h)
nz = len(eps) - 1
per_gap = round(gap / h)
half = 5 * per_gap
nx = 2 * half + 1
width = np.ones(nx)
width[[0, -1]] = 0.5
Kz = diags([-eps[1:-1], eps[:-1] + eps[1:], -eps[1:-1]], [-1, 0, 1])
main_x = np.full(nx, 2.0)
main_x[[0, -1]] = 1.0
Kx = diags([-np.ones(nx - 1), main_x, -np.ones(nx - 1)], [-1, 0, 1])
node_eps = 0.5 * (eps[:-1] + eps[1:])
operator = (kron(diags(width), Kz) + kron(Kx, diags(node_eps))).tocsc()
covered = np.heaviside(np.arange(nx) - half, 0.5)
rhs = np.zeros((nx, nz))
rhs[:, round(thickness / h) - 1] = width * covered * sigma * h / epsilon_0
rhs[:, -1] += width * V0
phi2 = spsolve(operator, rhs.ravel()).reshape(nx, nz)
residue = (phi2[:, -1] - V0) / h / E_ref
edge = [residue[half + m * per_gap] for m in range(4)]
assert abs(edge[0] + 0.5) < 1e-6
assert abs(edge[1]) < 0.1 and abs(edge[3]) < 1e-3
assert abs(residue[0] + 1) < 1e-3

# Sizes of neglected effects, from rough inputs
contact = 0.5             # V, work-function difference / e
expansion = 1e-4          # 1/K, linear thermal expansion of the film
delta_T = 10.0            # K
resistivity = 1e16        # ohm m
duration = 60.0           # s
film_breakdown = 2.0      # MV/cm
spark_minimum = 330.0     # V, minimum sparking voltage of air
relaxation = epsilon_0 * eps_r * resistivity
shift_depth = 100 * (V0 - V_buried) / V0
shift_contact = 100 * contact / V0
shift_thermal = 100 * expansion * delta_T
shift_leak = 100 * (1 - np.exp(-duration / relaxation))
assert shift_depth > max(shift_contact, shift_thermal, shift_leak)
gap_volt_0 = Ea_0 * gap
gap_volt_wrong = Ea_wrong * gap
assert gap_volt_0 < V0 < spark_minimum < gap_volt_wrong
assert abs(Ef_n) * to_MV_cm < film_breakdown

print(f"film thickness d = {thickness/um:.0f} um")
print(f"relative permittivity = {eps_r:.1f}")
print(f"surface charge = {sigma*to_uC_cm2:.3f} uC/cm2")
print(f"air gap g = {gap/um:.0f} um")
print(f"d/eps_r = {thickness/eps_r/um:.2f} um")
print(f"null voltage V0, formula = {V0:.2f} V")
for g_test, v_null in zip(gaps, nulls):
    print(f"null voltage, Poisson, gap {g_test/um:.0f} um = {v_null:.2f} V")
print(f"gap field at V=0 = {Ea_0*to_MV_cm:.4f} MV/cm")
print(f"gap field at V=-V0 = {Ea_wrong*to_MV_cm:.4f} MV/cm")
print(f"film field at V=0 = {Ef_0*to_MV_cm:.4f} MV/cm")
print(f"film field at V=V0 = {Ef_n*to_MV_cm:.4f} MV/cm")
print(f"upper electrode charge at V=0 = {q_top_0*to_uC_cm2:.5f} uC/cm2")
print(f"backing charge at V=0 = {q_back_0*to_uC_cm2:.5f} uC/cm2")
print(f"backing charge at V=V0 = {q_back_n*to_uC_cm2:.5f} uC/cm2")
print(f"widened gap for motion test = {wide/um:.0f} um")
print(f"upper charge change on widening, V=0 = {dq_0*to_uC_cm2:.6f} uC/cm2")
print(f"gap voltage at V=0 = {gap_volt_0:.1f} V")
print(f"gap voltage at V=-V0 = {gap_volt_wrong:.1f} V")
print(f"rough minimum sparking voltage of air = {spark_minimum:.0f} V")
print(f"rough film breakdown field = {film_breakdown:.0f} MV/cm")
print(f"breakdown field / film field at null = "
      f"{film_breakdown/abs(Ef_n*to_MV_cm):.0f}")
print(f"assumed charge depth = {depth/um:.0f} um")
print(f"null voltage with buried charge = {V_buried:.2f} V")
print(f"shift from charge depth = {shift_depth:.1f} %")
print(f"assumed contact potential = {contact:.1f} V")
print(f"shift from contact potential = {shift_contact:.2f} %")
print(f"assumed expansion coefficient = {expansion:.0e} 1/K")
print(f"assumed temperature change = {delta_T:.0f} K")
print(f"shift from thickness expansion = {shift_thermal:.2f} %")
print(f"assumed film resistivity = {resistivity*100:.0e} ohm cm")
print(f"ohmic relaxation time = {relaxation/3600:.0f} h")
print(f"assumed measurement time = {duration:.0f} s")
print(f"charge lost by leakage in that time = {shift_leak:.3f} %")
for m, value in enumerate(edge):
    print(f"edge residue / uniform V=0 field, {m} gaps inside = {value:.5f}")
print("no test failed")
```

Output:

```
film thickness d = 25 um
relative permittivity = 2.1
surface charge = 0.020 uC/cm2
air gap g = 100 um
d/eps_r = 11.90 um
null voltage V0, formula = 268.91 V
null voltage, Poisson, gap 50 um = 268.91 V
null voltage, Poisson, gap 100 um = 268.91 V
null voltage, Poisson, gap 400 um = 268.91 V
gap field at V=0 = 0.0240 MV/cm
gap field at V=-V0 = 0.0481 MV/cm
film field at V=0 = -0.0961 MV/cm
film field at V=V0 = -0.1076 MV/cm
upper electrode charge at V=0 = -0.00213 uC/cm2
backing charge at V=0 = -0.01787 uC/cm2
backing charge at V=V0 = -0.02000 uC/cm2
widened gap for motion test = 110 um
upper charge change on widening, V=0 = 0.000175 uC/cm2
gap voltage at V=0 = 240.3 V
gap voltage at V=-V0 = 480.6 V
rough minimum sparking voltage of air = 330 V
rough film breakdown field = 2 MV/cm
breakdown field / film field at null = 19
assumed charge depth = 1 um
null voltage with buried charge = 258.15 V
shift from charge depth = 4.0 %
assumed contact potential = 0.5 V
shift from contact potential = 0.19 %
assumed expansion coefficient = 1e-04 1/K
assumed temperature change = 10 K
shift from thickness expansion = 0.10 %
assumed film resistivity = 1e+18 ohm cm
ohmic relaxation time = 52 h
assumed measurement time = 60 s
charge lost by leakage in that time = 0.032 %
edge residue / uniform V=0 field, 0 gaps inside = -0.50000
edge residue / uniform V=0 field, 1 gaps inside = -0.06144
edge residue / uniform V=0 field, 2 gaps inside = -0.00418
edge residue / uniform V=0 field, 3 gaps inside = -0.00026
no test failed
```
